**Two-body Coulomb problem: centre-of-mass separation, reduced-mass scaling, and the ground energies of hydrogen, muonium and positronium**

For two spinless nonrelativistic point charges \(\mp e\) with masses \(m_1,m_2\), total mass \(M=m_1+m_2\) and reduced mass \(\mu=m_1m_2/M\), the energies are \(\hbar^2K^2/2M-(\mu/m_e)E_h/2n^2\) and the length scale is \(a=a_0m_e/\mu\), where \(\hbar K\) is the total momentum, \(E_h\) the hartree and \(a_0\) the Bohr radius. By symbolic differentiation the program asserts the transformed kinetic operator, the vanishing of its cross term only for the weight \(m_1/M\), the unit Jacobian, the canonical commutators, the factorization behind the lower bound, and the terminating radial series for \(n\le4\). It asserts the predicted local energy of 1s, 2s, 2p and 3d states times a plane wave in six laboratory coordinates, the failure of that result when \(\mu\) is replaced by \(m_1\), and the growth rate of an unterminated series. A two-particle soft-Coulomb ring diagonalized on the \((x_1,x_2)\) grid is asserted to match the relative level plus \(K^2/2M\), and radial finite differences to reproduce the levels with \(n\le3\) for the three reduced masses. A correlated-Gaussian variational solution in laboratory coordinates, with a weak trap on the centre of mass, is asserted to give the ground energy, \(\langle r\rangle=3a/2\) and the kinetic shares \(m_2/M\) and \(m_1/M\). With CODATA masses the output shows ground energies of −13.598 eV, −13.540 eV and −6.803 eV for hydrogen, muonium and positronium, and \(\alpha^2|E_1|\), below 1 meV, as the rough scale of the leading neglected terms.

## Numerical verification

```python
# Two-body Coulomb problem H = p1^2/2m1 + p2^2/2m2 - k/|r1-r2|, k = e^2/(4 pi eps0).
# Claim: with M = m1+m2, mu = m1 m2/M, R = (m1 r1 + m2 r2)/M, r = r1 - r2,
#   H = P^2/2M + p^2/2mu - k/r,  E = K^2/2M - (mu/m_e) E_h/(2 n^2),  a = a0 m_e/mu,
#   <r>_1s = 3a/2, and particle 2 carries m1/M of the internal kinetic energy.
# Tests use atomic units (hbar = m_e = k = 1): energy hartree, length bohr.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as C
from scipy.linalg import eigh, eigh_tridiagonal

# ---- change of variables for one Cartesian component, general weight s ----
x1, x2, X, x, s = sp.symbols('x1 x2 X x s', real=True)
m1, m2 = sp.symbols('m1 m2', positive=True)
M = m1 + m2
F = sp.exp(-X**2*x)*sp.sin(X + 2*x) + X**3*x**2
to_lab = {X: s*x1 + (1 - s)*x2, x: x1 - x2}
g = F.subs(to_lab, simultaneous=True)
lab = -sp.diff(g, x1, 2)/(2*m1) - sp.diff(g, x2, 2)/(2*m2)
cross = s/m1 - (1 - s)/m2
new = (-(s**2/m1 + (1 - s)**2/m2)/2*sp.diff(F, X, 2) - cross*sp.diff(F, X, x)
       - (1/m1 + 1/m2)/2*sp.diff(F, x, 2)).subs(to_lab, simultaneous=True)
sep = (-sp.diff(F, X, 2)/(2*M) - sp.diff(F, x, 2)*M/(2*m1*m2)).subs(to_lab, simultaneous=True)
Q = sp.Rational
pt = {x1: Q(3, 10), x2: Q(-7, 10), m1: Q(13, 10), m2: Q(41, 10)}
s_cm = sp.solve(cross, s)
assert len(s_cm) == 1 and sp.simplify(s_cm[0] - m1/M) == 0
assert abs(sp.N((lab - new).subs(s, Q(2, 7)).subs(pt), 30)) < 1e-20
assert abs(sp.N((lab - sep).subs(s, m1/M).subs(pt), 30)) < 1e-20
assert abs(sp.N((lab - sep).subs(s, Q(1, 2)).subs(pt), 30)) > 1e-3   # wrong weight fails
assert abs(sp.simplify(sp.Matrix([to_lab[X], to_lab[x]]).jacobian([x1, x2]).det())) == 1

# ---- commutators acting on a test polynomial ----
f = x1**3*x2 + 2*x1*x2**2 + 5
P_op = lambda u: -sp.I*(sp.diff(u, x1) + sp.diff(u, x2))
p_op = lambda u: -sp.I*(m2*sp.diff(u, x1) - m1*sp.diff(u, x2))/M
Xcm, xrel = (m1*x1 + m2*x2)/M, x1 - x2
for q, op, val in [(Xcm, P_op, sp.I), (xrel, p_op, sp.I), (Xcm, p_op, 0), (xrel, P_op, 0)]:
    assert sp.simplify(q*op(f) - op(q*f) - val*f) == 0

# ---- local energy of product states in six laboratory coordinates ----
r1 = sp.symbols('a1:4', real=True)
r2 = sp.symbols('b1:4', real=True)
ma, mb = 1, 3
Kv = (Q(2, 5), Q(-1, 3), Q(7, 10))
d = [r1[i] - r2[i] for i in range(3)]
rr = sp.sqrt(sum(c**2 for c in d))
wave = sp.exp(sp.I*sum(Kv[i]*(ma*r1[i] + mb*r2[i])/(ma + mb) for i in range(3)))
def local_energy(rel):
    psi = wave*rel
    Hpsi = -psi/rr - sum(sp.diff(psi, r1[i], 2)/(2*ma) + sp.diff(psi, r2[i], 2)/(2*mb)
                         for i in range(3))
    return sp.lambdify(r1 + r2, Hpsi/psi, 'numpy')
pts = np.random.default_rng(1).normal(size=(6, 8))
mu_t = Q(ma*mb, ma + mb)
E_cm = float(sum(c**2 for c in Kv))/(2*(ma + mb))
for n, rel in [(1, sp.exp(-mu_t*rr)), (2, (1 - mu_t*rr/2)*sp.exp(-mu_t*rr/2)),
               (2, d[2]*sp.exp(-mu_t*rr/2)), (3, d[0]*d[1]*sp.exp(-mu_t*rr/3))]:
    assert np.max(abs(local_energy(rel)(*pts) - (E_cm - float(mu_t)/(2*n*n)))) < 1e-9
assert np.ptp(local_energy(sp.exp(-ma*rr))(*pts).real) > 0.05      # mu -> m1 fails

# ---- factorization sum A^dagger A = -Laplacian - 2/(a r) + 1/a^2 ----
a = sp.Symbol('a', positive=True)
rad = sp.sqrt(sum(c**2 for c in r1))
tf = (1 + r1[0] + r1[1]*r1[2])*sp.exp(-r1[0]**2 - r1[1]**2/2 - r1[2]**2/3)
A = lambda u, c: sp.diff(u, c) + c/(a*rad)*u
Adag = lambda u, c: -sp.diff(u, c) + c/(a*rad)*u
res = sum(Adag(A(tf, c), c) + sp.diff(tf, c, 2) for c in r1) + 2*tf/(a*rad) - tf/a**2
p3 = {r1[0]: Q(1, 3), r1[1]: Q(-4, 5), r1[2]: Q(6, 5), a: Q(7, 4)}
assert abs(sp.N(res.subs(p3), 30)) < 1e-20
assert all(sp.simplify(A(sp.exp(-rad/a), c)) == 0 for c in r1)

# ---- radial series: termination at kappa = 1/n, growth otherwise ----
def coeffs(kap, l, N, one):
    c = [one]
    for j in range(N):
        c.append(c[-1]*2*(kap*(j + l + 1) - 1)/((j + 1)*(j + 2*l + 2)))
    return c
rho = sp.Symbol('rho', positive=True)
for n in range(1, 5):
    for l in range(n):
        c = coeffs(Q(1, n), l, n - l, sp.Integer(1))
        assert c[-1] == 0 and c[-2] != 0
        u = rho**(l + 1)*sp.exp(-rho/n)*sum(cj*rho**j for j, cj in enumerate(c))
        eq = -sp.diff(u, rho, 2)/2 + (l*(l + 1)/(2*rho**2) - 1/rho + Q(1, 2*n*n))*u
        assert sp.simplify(sp.expand(eq*sp.exp(rho/n))) == 0
mp.mp.dps = 40
kap, rho0 = mp.mpf(7)/10, mp.mpf(60)
c = coeffs(kap, 0, 400, mp.mpf(1))
v = sum(cj*rho0**j for j, cj in enumerate(c))
dv = sum(j*cj*rho0**(j - 1) for j, cj in enumerate(c))
slope = 1/rho0 - kap + dv/v
assert abs(slope - (kap - 1/(kap*rho0))) < 2e-3       # next term is of order 1/rho^2
print(f"unterminated series kappa={float(kap):.1f}, rho={float(rho0):.0f}: u'/u = {float(slope):.4f} (dimensionless)")

# ---- two particles on a ring, soft Coulomb -1/sqrt(x^2+1), full (x1,x2) grid ----
def kinetic(N, L):
    k = 2*np.pi*np.fft.fftfreq(N, L/N)
    T = np.fft.ifft(0.5*k[:, None]**2*np.fft.fft(np.eye(N), axis=0), axis=0).real
    return 0.5*(T + T.T)
N, L = 40, 20.0
xs = np.arange(N)*L/N
sepn = (xs[:, None] - xs[None, :] + L/2) % L - L/2
H2 = np.kron(kinetic(N, L), np.eye(N))/ma + np.kron(np.eye(N), kinetic(N, L))/mb
H2 += np.diag(-1/np.sqrt(sepn.ravel()**2 + 1))
E_ring = eigh(H2, eigvals_only=True, subset_by_index=[0, 4])
xf = (np.arange(256) - 128)*48.0/256
rel0 = lambda m: eigh(kinetic(256, 48.0)/m + np.diag(-1/np.sqrt(xf**2 + 1)), eigvals_only=True)[0]
pred = rel0(float(mu_t)) + (2*np.pi/L*np.array([0, 1, 1, 2, 2]))**2/(2*(ma + mb))
assert np.max(abs(E_ring - pred)) < 1e-4              # coarse-grid aliasing
assert abs(E_ring[0] - rel0(ma)) > 1e-2
print(f"ring model: m1={ma}, m2={mb} m_e, mu={float(mu_t):.2f} m_e, L={L:.0f} bohr")
print("ring 2-body levels (hartree):", " ".join(f"{e:.5f}" for e in E_ring[[0, 1, 3]]))
print("ring E_rel+K^2/2M  (hartree):", " ".join(f"{e:.5f}" for e in pred[[0, 1, 3]]))
print(f"ring relative level with mu->m1: {rel0(ma):.5f} hartree")

# ---- radial finite differences, same grid in bohr for every mass, Richardson ----
def radial_levels(mu, l, count):
    out = []
    for h in (0.02, 0.01):
        r = h*np.arange(1, int(round(200/h)))
        dg = 1/(mu*h*h) + l*(l + 1)/(2*mu*r*r) - 1/r
        out.append(eigh_tridiagonal(dg, np.full(len(r) - 1, -0.5/(mu*h*h)), eigvals_only=True,
                                    select='i', select_range=(0, count - 1)))
    return (4*out[1] - out[0])/3

# ---- correlated Gaussians exp(-(b1 r1^2 + b2 r2^2 + al r12^2)/2), trap M w^2 R^2/2 ----
w = 0.01
def two_body(mA, mB):
    sc = np.array([0.6, 1.0, 1.7])
    b1, b2, al = [t.ravel() for t in np.meshgrid(mA*w*sc, mB*w*sc,
                                                 np.geomspace(0.004, 2e4, 24), indexing='ij')]
    det = b1*b2 + al*(b1 + b2)
    add = lambda t: t[:, None] + t[None, :]
    sym = lambda t: np.outer(t, det) + np.outer(det, t)
    c1, c2, ca = add(b1), add(b2), add(al)
    dC = c1*c2 + ca*(c1 + c2)
    S = (4*np.sqrt(np.outer(det, det))/dC)**1.5
    T1 = 1.5*sym(b1 + al)/dC/mA*S
    T2 = 1.5*sym(b2 + al)/dC/mB*S
    var = (c1 + c2)/dC
    u1, u2 = mA/(mA + mB), mB/(mA + mB)
    R2 = 3*(u1*u1*(c2 + ca) + u2*u2*(c1 + ca) + 2*u1*u2*ca)/dC*S
    H = T1 + T2 - np.sqrt(2/(np.pi*var))*S + 0.5*(mA + mB)*w*w*R2
    ev, U = eigh(S)
    Y = U[:, ev > 1e-9]/np.sqrt(ev[ev > 1e-9])
    Ho = Y.T @ H @ Y
    E, V = eigh(0.5*(Ho + Ho.T))
    cv = Y @ V[:, 0]
    return E[0], cv @ T1 @ cv, cv @ T2 @ cv, cv @ (2*np.sqrt(2*var/np.pi)*S) @ cv

# ---- constants and worked example ----
k = C.e**2/(4*np.pi*C.epsilon_0)
Eh = C.m_e*k**2/C.hbar**2/C.e
a0 = C.hbar**2/(C.m_e*k)*1e12
assert abs(Eh/C.value('Hartree energy in eV') - 1) < 1e-8
assert abs(Eh/(C.alpha**2*C.m_e*C.c**2/C.e) - 1) < 1e-8
assert abs(a0/(C.value('Bohr radius')*1e12) - 1) < 1e-8
print(f"m_e c^2 = {C.m_e*C.c**2/C.e:.2f} eV, 1/alpha = {1/C.alpha:.6f}, alpha^2 = {C.alpha**2:.3e}")
print(f"E_h = {Eh:.6f} eV, E_h/2 = {Eh/2:.6f} eV, a0 = {a0:.4f} pm")
print(f"trap omega = {w} a.u., zero-point 3w/2 = {1.5*w:.4f} hartree")
systems = [('hydrogen', C.value('proton-electron mass ratio')),
           ('muonium', C.value('muon-electron mass ratio')), ('positronium', 1.0)]
ground = {}
for name, mB in systems:
    Mt = 1 + mB
    mu = mB/Mt
    for l in range(3):
        num = radial_levels(mu, l, 3 - l)
        assert np.max(abs(num/(-mu/(2*np.arange(l + 1, 4)**2)) - 1)) < 1e-6
    fd = radial_levels(mu, 0, 1)[0]
    Eg, T1, T2, rmean = two_body(1.0, mB)
    assert -1e-6 < (Eg - 1.5*w) - (-mu/2) < 1e-5      # finite Gaussian basis at the cusp
    T1i, T2i = T1 - 0.75*w/Mt, T2 - 0.75*w*mB/Mt      # trap kinetic energy removed
    assert abs(T1i - mu/2*mB/Mt) < 2e-5 and abs(T2i - mu/2/Mt) < 2e-5
    assert abs(rmean/(1.5/mu) - 1) < 1e-4
    ground[name] = -mu*Eh/2
    print(f"--- {name}: m2/m_e = {mB:.6f}, M/m_e = {Mt:.6f}")
    print(f"mu/m_e = {mu:.8f}; 1-mu/m_e = {1 - mu:.4e}; m_e/m2 = {1/mB:.4e}")
    print(f"a = {a0/mu:.4f} pm, <r> = {1.5*a0/mu:.4f} pm")
    print(f"E1 = {-mu*Eh/2:.5f} eV = {-mu/2:.7f} hartree")
    print(f"E2 = {-mu*Eh/8:.5f} eV, E3 = {-mu*Eh/18:.5f} eV, E2-E1 = {0.375*mu*Eh:.5f} eV")
    print(f"E1 radial grid = {fd:.7f} hartree")
    print(f"2-body Gaussians: E = {Eg:.6f}, E-3w/2 = {Eg - 1.5*w:.6f} hartree")
    print(f"2-body Gaussians: <r> = {rmean*a0:.3f} pm")
    print(f"binding lost vs infinite mass = {(1 - mu)*Eh/2*1e3:.3f} meV")
    print(f"partner kinetic share: m1/M = {1/Mt:.5f}, numerical {T2i/(T1i + T2i):.5f}")
    print(f"scale of neglected terms alpha^2|E1| = {C.alpha**2*mu*Eh/2*1e3:.2f} meV")
print(f"E1(Mu)/E1(H) = {ground['muonium']/ground['hydrogen']:.6f}")
print(f"E1(Ps)/E1(H) = {ground['positronium']/ground['hydrogen']:.6f}")
print(f"E1(Mu)-E1(H) = {(ground['muonium'] - ground['hydrogen'])*1e3:.2f} meV")
print("finished without a failed check")
```

Running it gives:

```
unterminated series kappa=0.7, rho=60: u'/u = 0.6755 (dimensionless)
ring model: m1=1, m2=3 m_e, mu=0.75 m_e, L=20 bohr
ring 2-body levels (hartree): -0.63691 -0.62457 -0.58756
ring E_rel+K^2/2M  (hartree): -0.63691 -0.62457 -0.58756
ring relative level with mu->m1: -0.66978 hartree
m_e c^2 = 510998.95 eV, 1/alpha = 137.035999, alpha^2 = 5.325e-05
E_h = 27.211386 eV, E_h/2 = 13.605693 eV, a0 = 52.9177 pm
trap omega = 0.01 a.u., zero-point 3w/2 = 0.0150 hartree
--- hydrogen: m2/m_e = 1836.152673, M/m_e = 1837.152673
mu/m_e = 0.99945568; 1-mu/m_e = 5.4432e-04; m_e/m2 = 5.4462e-04
a = 52.9465 pm, <r> = 79.4198 pm
E1 = -13.59829 eV = -0.4997278 hartree
E2 = -3.39957 eV, E3 = -1.51092 eV, E2-E1 = 10.19872 eV
E1 radial grid = -0.4997278 hartree
2-body Gaussians: E = -0.484728, E-3w/2 = -0.499728 hartree
2-body Gaussians: <r> = 79.420 pm
binding lost vs infinite mass = 7.406 meV
partner kinetic share: m1/M = 0.00054, numerical 0.00054
scale of neglected terms alpha^2|E1| = 0.72 meV
--- muonium: m2/m_e = 206.768283, M/m_e = 207.768283
mu/m_e = 0.99518695; 1-mu/m_e = 4.8131e-03; m_e/m2 = 4.8363e-03
a = 53.1736 pm, <r> = 79.7605 pm
E1 = -13.54021 eV = -0.4975935 hartree
E2 = -3.38505 eV, E3 = -1.50447 eV, E2-E1 = 10.15516 eV
E1 radial grid = -0.4975935 hartree
2-body Gaussians: E = -0.482593, E-3w/2 = -0.497593 hartree
2-body Gaussians: <r> = 79.760 pm
binding lost vs infinite mass = 65.485 meV
partner kinetic share: m1/M = 0.00481, numerical 0.00481
scale of neglected terms alpha^2|E1| = 0.72 meV
--- positronium: m2/m_e = 1.000000, M/m_e = 2.000000
mu/m_e = 0.50000000; 1-mu/m_e = 5.0000e-01; m_e/m2 = 1.0000e+00
a = 105.8354 pm, <r> = 158.7532 pm
E1 = -6.80285 eV = -0.2500000 hartree
E2 = -1.70071 eV, E3 = -0.75587 eV, E2-E1 = 5.10213 eV
E1 radial grid = -0.2500000 hartree
2-body Gaussians: E = -0.235000, E-3w/2 = -0.250000 hartree
2-body Gaussians: <r> = 158.753 pm
binding lost vs infinite mass = 6802.847 meV
partner kinetic share: m1/M = 0.50000, numerical 0.50000
scale of neglected terms alpha^2|E1| = 0.36 meV
E1(Mu)/E1(H) = 0.995729
E1(Ps)/E1(H) = 0.500272
E1(Mu)-E1(H) = 58.08 meV
finished without a failed check
```
